# Coulomb term energies of the configuration d⁴: a program that tests the result

```python
# Result under test: Coulomb term energies of the configuration d^4,
#   5D = 6A-21B, 3H = 6A-17B+4C, 3G = 6A-12B+4C, 1I = 6A-15B+6C,
#   3P = 6A-5B+11C/2 +- (1/2) sqrt(912B^2-24BC+9C^2).
# A, B, C: Racah parameters, A=F0-49F4, B=F2-5F4, C=35F4, where
# F0=F^0, F2=F^2/49, F4=F^4/441 and F^k are the Slater integrals.
# Every energy is held as a vector of its coefficients of (A, B, C).
# The reference is a matrix over all Slater determinants, with angular
# integrals from quadrature and terms found by raising operators.
from itertools import combinations
from math import factorial, sqrt
import numpy as np
from scipy.linalg import null_space
from scipy.special import lpmv
from scipy import constants

ms = np.arange(-2, 3)
nodes, weights = np.polynomial.legendre.leggauss(24)


def theta(l, m):
    """Normalized polar part of a spherical harmonic."""
    k = abs(m)
    norm = sqrt((2*l + 1)/2*factorial(l - k)/factorial(l + k))
    value = norm*lpmv(k, l, nodes)
    return value*(-1)**k if m < 0 else value


def angular(k, m, mp):
    """Matrix element <2m| C^k_(m-mp) |2mp> by quadrature."""
    if abs(m - mp) > k:
        return 0.0
    integrand = theta(2, m)*theta(k, m - mp)*theta(2, mp)
    return sqrt(2/(2*k + 1))*np.sum(weights*integrand)


# Slater integrals F^k written as coefficients of (A, B, C)
slater = {0: np.array([1, 0, 7/5]), 2: np.array([0, 49, 7.0]),
          4: np.array([0, 0, 441/35])}
ang = {k: np.array([[angular(k, a, b) for b in ms] for a in ms])
       for k in slater}
V = np.zeros((5, 5, 5, 5, 3))      # <ab|1/r12|cd>
for a in range(5):
    for b in range(5):
        for c in range(5):
            d = a + b - c
            if 0 <= d < 5:
                for k in slater:
                    V[a, b, c, d] += slater[k]*ang[k][a, c]*ang[k][d, b]


def J(m, n):
    return V[m + 2, n + 2, m + 2, n + 2]


def K(m, n):
    return V[m + 2, n + 2, n + 2, m + 2]


def close(x, y, tol=1e-9):
    return np.allclose(x, y, rtol=0, atol=tol)


lz = np.diag(ms.astype(float))
lp = np.zeros((5, 5))
for i in range(4):
    lp[i + 1, i] = sqrt(6 - ms[i]*(ms[i] + 1))


class Configuration:
    """All determinants of d^n; spin orbitals 0-4 are up, 5-9 down."""

    def __init__(self, n):
        self.dets = list(combinations(range(10), n))
        self.index = {d: i for i, d in enumerate(self.dets)}
        self.ML = np.array([sum(p % 5 - 2 for p in d) for d in self.dets])
        self.twoMS = np.array([sum(1 if p < 5 else -1 for p in d)
                               for d in self.dets])
        up, down = np.diag([1.0, 0]), np.diag([0, 1.0])
        self.Lp = self.one_body(np.kron(up + down, lp))
        self.Sp = self.one_body(np.kron(np.array([[0, 1.0], [0, 0]]),
                                        np.eye(5)))
        up_plus = self.one_body(np.kron(up, lp))
        up_z = self.one_body(np.kron(up, lz))
        self.Lup2 = up_plus.T @ up_plus + up_z @ up_z + up_z
        self.H = self.coulomb()

    def one_body(self, op):
        out = np.zeros((len(self.dets),)*2)
        for col, det in enumerate(self.dets):
            for i, r in enumerate(det):
                rest = det[:i] + det[i + 1:]
                for p in np.nonzero(op[:, r])[0]:
                    p = int(p)
                    if p not in rest:
                        sign = (-1)**(i + sum(t < p for t in rest))
                        row = self.index[tuple(sorted(rest + (p,)))]
                        out[row, col] += sign*op[p, r]
        return out

    def coulomb(self):
        out = np.zeros((3, len(self.dets), len(self.dets)))
        for col, det in enumerate(self.dets):
            for i, j in combinations(range(len(det)), 2):
                r, s = det[i], det[j]
                rest = tuple(t for t in det if t != r and t != s)
                free = [t for t in range(10) if t not in rest]
                for p, q in combinations(free, 2):
                    if p % 5 + q % 5 != r % 5 + s % 5:
                        continue
                    g = np.zeros(3)
                    if p//5 == r//5 and q//5 == s//5:
                        g = g + V[p % 5, q % 5, r % 5, s % 5]
                    if p//5 == s//5 and q//5 == r//5:
                        g = g - V[p % 5, q % 5, s % 5, r % 5]
                    swaps = (i + j - 1 + sum(t < p for t in rest)
                             + sum(t < q for t in rest))
                    row = self.index[tuple(sorted(rest + (p, q)))]
                    out[:, row, col] += (-1)**swaps*g
        return out

    def term_space(self, L, twoS):
        """States with M_L=L, M_S=S killed by both raising operators."""
        sel = np.nonzero((self.ML == L) & (self.twoMS == twoS))[0]
        if len(sel) == 0:
            return np.zeros((len(self.dets), 0))
        kernel = null_space(np.vstack([self.Lp[:, sel], self.Sp[:, sel]]),
                            rcond=1e-10)
        full = np.zeros((len(self.dets), kernel.shape[1]))
        full[sel] = kernel
        return full

    def block(self, basis):
        return np.array([basis.T @ h @ basis for h in self.H])


def show(label, vec):
    v = np.round(vec, 6) + 0.0
    print(f"{label}: {v[0]:.4g} A {v[1]:+.4g} B {v[2]:+.4g} C")


# Coulomb and exchange integrals
print("Coefficients of the Racah parameters (dimensionless):")
for m, n in [(2, 2), (2, 1), (1, 1), (2, 0), (1, 0), (2, -1)]:
    show(f"J({m},{n})", J(m, n))
for m, n in [(2, 1), (2, 0), (1, 0), (2, -1)]:
    show(f"K({m},{n})", K(m, n))

# Pair energies of two distinguishable d electrons
x_pair = np.kron(lz, lz) + 0.5*(np.kron(lp, lp.T) + np.kron(lp.T, lp))
V_pair = np.array([V[..., c].reshape(25, 25) for c in range(3)])
xval, xvec = np.linalg.eigh(x_pair)
pair_formula = {0: [1, 14, 7], 1: [1, 7, 0], 2: [1, -3, 2],
                3: [1, -8, 0], 4: [1, 4, 2]}
pair = {}
for L in range(5):
    q = xvec[:, abs(xval - (L*(L + 1) - 12)/2) < 1e-8]
    assert q.shape[1] == 2*L + 1
    pair[L] = np.array([np.trace(q.T @ v @ q) for v in V_pair])/(2*L + 1)
    for c in range(3):
        assert close(V_pair[c] @ q, pair[L][c]*q)
    assert close(pair[L], pair_formula[L])
    show(f"pair energy E_{'SPDFG'[L]}", pair[L])

# Filled spin-up shell, and its action on one spin-down electron
shell = sum(J(m, n) - K(m, n) for m, n in combinations(ms, 2))
assert close(shell, [10, -35, 0])
field = sum(J(m, 0) for m in ms)
for n in ms:
    assert close(sum(J(m, n) for m in ms), [5, 0, 7])
show("filled spin-up shell", shell)
show("spin-up shell acting on a spin-down electron", field)

# Quartet parents in d^3
d3 = Configuration(3)
parent = {}
for L, formula in [(3, [3, -15, 0]), (1, [3, 0, 0])]:
    basis = d3.term_space(L, 3)
    assert basis.shape[1] == 1
    parent[L] = d3.block(basis)[:, 0, 0]
    assert close(parent[L], formula)
    assert close(parent[L], shell/5 + pair[L])
    show(f"d^3 4{'SPDF'[L]}", parent[L])

# Terms of d^4: full list, then the terms that occur once
d4 = Configuration(4)
expected = {(2, 4): 1, (5, 2): 1, (4, 2): 1, (3, 2): 2, (2, 2): 1,
            (1, 2): 2, (6, 0): 1, (4, 0): 2, (3, 0): 1, (2, 0): 2,
            (0, 0): 2}
for L in range(9):
    for twoS in (0, 2, 4):
        count = d4.term_space(L, twoS).shape[1]
        assert count == expected.get((L, twoS), 0)
single = {"5D": (2, 4, [6, -21, 0]), "3H": (5, 2, [6, -17, 4]),
          "3G": (4, 2, [6, -12, 4]), "1I": (6, 0, [6, -15, 6])}
energy = {}
for name, (L, twoS, formula) in single.items():
    energy[name] = d4.block(d4.term_space(L, twoS))[:, 0, 0]
    assert close(energy[name], formula)

# Diagonal energies of the two determinants with M_L=4, M_S=1
diagonals = []
for ups, down in [((2, 1, 0), 1), ((2, 1, -1), 2)]:
    det = tuple(sorted([m + 2 for m in ups] + [down + 7]))
    i = d4.index[det]
    diagonals.append(d4.H[:, i, i])
    show(f"determinant up{ups} down({down})", d4.H[:, i, i])
assert close(diagonals[0], [6, -14, 4])
assert close(diagonals[1], [6, -15, 4])
assert close(sum(diagonals), energy["3H"] + energy["3G"])
for name in single:
    show(f"d^4 {name}", energy[name])

# Three distinguishable d angular momenta coupled to total L=1
one = np.eye(5)
raise3 = (np.kron(np.kron(lp, one), one) + np.kron(np.kron(one, lp), one)
          + np.kron(np.kron(one, one), lp))
M3 = np.add.outer(np.add.outer(ms, ms), ms).ravel()
sel = np.nonzero(M3 == 1)[0]
kernel = null_space(raise3[:, sel], rcond=1e-10)
coupled = np.zeros((125, kernel.shape[1]))
coupled[sel] = kernel
x12 = coupled.T @ np.kron(x_pair, one) @ coupled
val12, vec12 = np.linalg.eigh(x12)
assert close(val12, [-5, -3, 0])
coupled = coupled @ vec12            # order of L12: P, D, F
x23 = coupled.T @ np.kron(one, x_pair) @ coupled
assert close(np.diag(x23), [-1.5, -2.5, -4])
assert close(x23[0, 2], 0)
assert close([x23[0, 1]**2, x23[1, 2]**2], [63/20, 8/5])
V23 = np.array([coupled.T @ np.kron(one, v) @ coupled for v in V_pair])
assert close(V23[0], np.eye(3))
assert close(V23[1], -8*np.eye(3) + x23/3 + 2*x23 @ x23/3)
assert close(V23[2], -5*x23/3 - x23 @ x23/3)
print("diagonal of l2.l3 for L12=P,D,F (hbar^2):",
      np.round(np.diag(x23), 4))
print(f"squared couplings a^2, b^2 (hbar^4): {x23[0, 1]**2:.4f}, "
      f"{x23[1, 2]**2:.4f}")

# 3P matrix from determinants, in the basis of spin-up parents P and F
basis = d4.term_space(1, 2)
parent_L2, rotation = np.linalg.eigh(basis.T @ d4.Lup2 @ basis)
assert close(parent_L2, [2, 12])
HP = d4.block(basis @ rotation)
assert close(HP[:, 0, 0], [6, 49/5, 28/5])
assert close(HP[:, 1, 1], [6, -99/5, 27/5])
assert close(HP[0, 0, 1], 0)
assert close(HP[1, 0, 1], -2*HP[2, 0, 1])
assert close(abs(HP[2, 0, 1]), 2/3*sqrt(126/25))
# Hole picture: the same matrix from the three-particle space
for i, L, j in [(0, 1, 0), (1, 3, 2)]:
    assert close(HP[:, i, i],
                 shell/5 + pair[L] + field - 2*V23[:, j, j])
assert close(abs(HP[:, 0, 1]), abs(2*V23[:, 0, 2]))
show("3P matrix, parent P diagonal", HP[:, 0, 0])
show("3P matrix, parent F diagonal", HP[:, 1, 1])
print(f"3P coupling = g |2B-C|, g (dimensionless): "
      f"{abs(HP[2, 0, 1]):.6f}")


def triplet_P(A, B, C):
    centre = 6*A - 5*B + 5.5*C
    half = 0.5*sqrt(912*B*B - 24*B*C + 9*C*C)
    return np.array([centre - half, centre + half])


for abc in [(0, 1, 0), (0, 0, 1), (2, 1, 4), (1, 1, 2), (3, -0.7, 1.9)]:
    numeric = np.linalg.eigvalsh(np.tensordot(abc, HP, axes=1))
    assert close(numeric, triplet_P(*abc))

# Worked example with round model parameters, in cm^-1
abc = np.array([120000.0, 1000.0, 4000.0])
A, B, C = abc
levels = {name: float(np.dot(single[name][2], abc)) for name in single}
levels["3P lower"], levels["3P upper"] = triplet_P(A, B, C)
spectrum = np.linalg.eigvalsh(np.tensordot(abc, d4.H, axes=1))
degeneracy = {"5D": 25, "3H": 33, "3G": 27, "1I": 13,
              "3P lower": 9, "3P upper": 9}
for name, value in levels.items():
    assert np.sum(abs(spectrum - value) < 1e-5) >= degeneracy[name]
assert abs(spectrum[0] - levels["5D"]) < 1e-5
print(f"Example A, B, C (cm^-1): {A:.0f}, {B:.0f}, {C:.0f}")
print(f"6A (cm^-1): {6*A:.0f}")
root = sqrt(912*B*B - 24*B*C + 9*C*C)
print(f"3P square root (cm^-1): {root:.2f}")
to_eV = 100*constants.h*constants.c/constants.e
for name, value in sorted(levels.items(), key=lambda item: item[1]):
    above = value - levels["5D"]
    print(f"{name}: E-6A = {value - 6*A:.2f} cm^-1; "
          f"above 5D = {above:.2f} cm^-1 = {above*to_eV:.4f} eV")
H_example = np.tensordot(abc, HP, axes=1)
_, states = np.linalg.eigh(H_example)
print(f"3P example matrix minus 6A, PP, FF, |PF| (cm^-1): "
      f"{H_example[0, 0] - 6*A:.2f}, {H_example[1, 1] - 6*A:.2f}, "
      f"{abs(H_example[0, 1]):.2f}")
print(f"lower 3P weights of parents P, F (dimensionless): "
      f"{states[0, 0]**2:.5f}, {states[1, 0]**2:.5f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Coefficients of the Racah parameters (dimensionless):
J(2,2): 1 A +4 B +2 C
J(2,1): 1 A -2 B +1 C
J(1,1): 1 A +1 B +2 C
J(2,0): 1 A -4 B +1 C
J(1,0): 1 A +2 B +1 C
J(2,-1): 1 A -2 B +1 C
K(2,1): 0 A +6 B +1 C
K(2,0): 0 A +4 B +1 C
K(1,0): 0 A +1 B +1 C
K(2,-1): 0 A +0 B +1 C
pair energy E_S: 1 A +14 B +7 C
pair energy E_P: 1 A +7 B +0 C
pair energy E_D: 1 A -3 B +2 C
pair energy E_F: 1 A -8 B +0 C
pair energy E_G: 1 A +4 B +2 C
filled spin-up shell: 10 A -35 B +0 C
spin-up shell acting on a spin-down electron: 5 A +0 B +7 C
d^3 4F: 3 A -15 B +0 C
d^3 4P: 3 A +0 B +0 C
determinant up(2, 1, 0) down(1): 6 A -14 B +4 C
determinant up(2, 1, -1) down(2): 6 A -15 B +4 C
d^4 5D: 6 A -21 B +0 C
d^4 3H: 6 A -17 B +4 C
d^4 3G: 6 A -12 B +4 C
d^4 1I: 6 A -15 B +6 C
diagonal of l2.l3 for L12=P,D,F (hbar^2): [-1.5 -2.5 -4. ]
squared couplings a^2, b^2 (hbar^4): 3.1500, 1.6000
3P matrix, parent P diagonal: 6 A +9.8 B +5.6 C
3P matrix, parent F diagonal: 6 A -19.8 B +5.4 C
3P coupling = g |2B-C|, g (dimensionless): 1.496663
Example A, B, C (cm^-1): 120000, 1000, 4000
6A (cm^-1): 720000
3P square root (cm^-1): 30983.87
5D: E-6A = -21000.00 cm^-1; above 5D = 0.00 cm^-1 = 0.0000 eV
3H: E-6A = -1000.00 cm^-1; above 5D = 20000.00 cm^-1 = 2.4797 eV
3P lower: E-6A = 1508.07 cm^-1; above 5D = 22508.07 cm^-1 = 2.7906 eV
3G: E-6A = 4000.00 cm^-1; above 5D = 25000.00 cm^-1 = 3.0996 eV
1I: E-6A = 9000.00 cm^-1; above 5D = 30000.00 cm^-1 = 3.7195 eV
3P upper: E-6A = 32491.93 cm^-1; above 5D = 53491.93 cm^-1 = 6.6322 eV
3P example matrix minus 6A, PP, FF, |PF| (cm^-1): 32200.00, 1800.00, 2993.33
lower 3P weights of parents P, F (dimensionless): 0.00942, 0.99058
ALL CHECKS PASSED
```
